# Partial-Wave Expansion of Dirac Plane Waves and Scattering States: a program that tests the result

```python
"""
Result under test (atomic units, positive energy E, momentum p):
a Dirac plane wave N (chi ; eta sigma.phat chi) exp(i p.r) equals
  4 pi N sum_{kappa,m} i^l [Omega^+_{kappa m}(phat) chi]
      ( j_l(pr) Omega_{kappa m} ; i S eta j_lbar(pr) Omega_{-kappa m} ),
with S = sign(kappa), lbar = l - S, eta = c p/(E+c^2), N = sqrt((E+c^2)/(2E)).
In a short-range central potential the radial functions become the distorted
ones and each term gets exp(+i delta) (plane + outgoing spherical wave) or
exp(-i delta) (plane + ingoing spherical wave).
The potential used here is a square well of value V0 inside radius R.
Spin columns of all arrays: chi = up, chi = down along z.
"""
import numpy as np
from scipy.special import spherical_jn as jn, spherical_yn as yn, lpmv, gammaln
from scipy.constants import fine_structure, physical_constants

c = 1.0 / fine_structure
hartree_keV = physical_constants["Hartree energy in eV"][0] / 1000.0
p, V0, R = 100.0, -5000.0, 0.02
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def energy(k):
    return np.sqrt(c**4 + (c * k)**2)


E = energy(p)
eta = c * p / (E + c**2)
N = np.sqrt((E + c**2) / (2 * E))


def orbital(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    S = 1 if kappa > 0 else -1
    return l, l - S, S


def kappas(K):
    return [s * k for k in range(1, K + 1) for s in (-1, 1)]


def unit(d):
    th, ph = d
    return np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                     np.cos(th)], axis=-1)


def sigma_dot(d):
    return np.einsum("nk,kab->nab", unit(d), PAULI)


def sph(l, m, d):
    th, ph = d
    if abs(m) > l:
        return np.zeros(len(th), complex)
    a = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi)
                   * np.exp(gammaln(l - a + 1) - gammaln(l + a + 1)))
    y = norm * lpmv(a, l, np.cos(th)) * np.exp(1j * a * ph)
    return y if m >= 0 else (-1)**a * np.conj(y)


def omega(kappa, m, d):
    """Spherical spinor, shape (directions, 2); m is half-integer."""
    l, _, S = orbital(kappa)
    plus = np.sqrt((l + m + 0.5) / (2*l + 1))
    minus = np.sqrt((l - m + 0.5) / (2*l + 1))
    a, b = (plus, minus) if S < 0 else (-minus, plus)
    return np.stack([a * sph(l, round(m - 0.5), d),
                     b * sph(l, round(m + 0.5), d)], axis=-1)


def ms(kappa):
    return np.arange(-abs(kappa) + 0.5, abs(kappa), 1.0)


def channel(kappa, rdir, pdir, lower=True):
    """sum_m Omega_{+-kappa m}(rhat) Omega^+_{kappa m}(phat)"""
    up = np.zeros((len(rdir[0]), 2, 2), complex)
    lo = np.zeros_like(up)
    for m in ms(kappa):
        bra = np.conj(omega(kappa, m, pdir)[0])
        up += omega(kappa, m, rdir)[:, :, None] * bra
        if lower:
            lo += omega(-kappa, m, rdir)[:, :, None] * bra
    return up, lo


def radial(kappa, k, r, well=True):
    """Regular radial functions g, f and phase shift at momentum k."""
    l, lb, S = orbital(kappa)
    en = energy(k)
    et = c * k / (en + c**2)
    if not well:
        return jn(l, k*r), S * et * jn(lb, k*r), 0.0
    W = en - V0
    q = np.sqrt(W**2 - c**4) / c
    ei = c * q / (W + c**2)
    x, y = k * R, q * R
    num = S * (et*jn(lb, x)*jn(l, y) - ei*jn(lb, y)*jn(l, x))
    den = S * (et*yn(lb, x)*jn(l, y) - ei*jn(lb, y)*yn(l, x))
    h = np.hypot(num, den)
    si, co, B = num / h, den / h, et / (x**2 * h)
    ro = k * np.maximum(r, R)
    g = np.where(r < R, B*jn(l, q*r), co*jn(l, ro) - si*yn(l, ro))
    f = S * np.where(r < R, B*ei*jn(lb, q*r),
                     et*(co*jn(lb, ro) - si*yn(lb, ro)))
    return g, f, np.arctan2(si, co)


def wave(sign, r, rdir, pdir, K):
    """Partial-wave sum; sign 0: free, +1 / -1: scattering states."""
    out = np.zeros((len(r), len(rdir[0]), 4, 2), complex)
    for kappa in kappas(K):
        l = orbital(kappa)[0]
        g, f, delta = radial(kappa, p, r, well=(sign != 0))
        up, lo = channel(kappa, rdir, pdir)
        co = 4*np.pi * N * 1j**l * np.exp(1j * sign * delta)
        out[:, :, :2] += co * g[:, None, None, None] * up
        out[:, :, 2:] += co * 1j * f[:, None, None, None] * lo
    return out


def plane(r, rdir, pdir):
    """Plane wave from its definition."""
    u = N * np.vstack([np.eye(2), eta * sigma_dot(pdir)[0]])
    phase = np.exp(1j * p * np.outer(r, unit(rdir) @ unit(pdir)[0]))
    return phase[:, :, None, None] * u


def amplitude(rdir, pdir, K=12):
    F = np.zeros((len(rdir[0]), 2, 2), complex)
    for kappa in kappas(K):
        delta = radial(kappa, p, np.array([R]))[2]
        F += (np.exp(2j*delta) - 1) * channel(kappa, rdir, pdir, False)[0]
    return 4*np.pi / (2j*p) * F


def direction(th, ph):
    return np.radians([th]), np.radians([ph])


pin, pout = direction(60.0, 40.0), direction(110.0, -25.0)
some = (np.array([0.3, 1.1, 1.9, 2.8]), np.array([0.2, 2.0, -1.3, 4.0]))

# Dirac equation and norm of the free spinor
u = N * np.vstack([np.eye(2), eta * sigma_dot(pin)[0]])
sp = c * p * sigma_dot(pin)[0]
H = np.block([[c**2*np.eye(2), sp], [sp, -c**2*np.eye(2)]])
assert np.allclose(H @ u, E * u, rtol=1e-11, atol=1e-7)
assert np.allclose(u.conj().T @ u, np.eye(2), atol=1e-12)

# sigma.rhat exchanges kappa and -kappa with a minus sign
for kappa in kappas(4):
    for m in ms(kappa):
        left = np.einsum("nab,nb->na", sigma_dot(some), omega(kappa, m, some))
        assert np.allclose(left, -omega(-kappa, m, some), atol=1e-12)

# the full expansion against the plane wave
rtest = np.array([0.003, 0.02, 0.06])
err_full = np.abs(wave(0, rtest, some, pin, 20)
                  - plane(rtest, some, pin)).max()
assert err_full < 1e-7

# angular quadrature grid
ct, wt = np.polynomial.legendre.leggauss(20)
phis = 2*np.pi * np.arange(32) / 32
TH, PH = np.meshgrid(np.arccos(ct), phis, indexing="ij")
grid = (TH.ravel(), PH.ravel())
wang = np.repeat(wt, 32) * 2*np.pi / 32

# single coefficients by projection of the plane wave
rp = np.array([0.02])
pw = plane(rp, grid, pin)[0]
for kappa in kappas(3):
    l, lb, S = orbital(kappa)
    for m in ms(kappa):
        bra = np.conj(omega(kappa, m, pin)[0])
        a = np.einsum("n,na,nas->s", wang,
                      np.conj(omega(kappa, m, grid)), pw[:, :2])
        b = np.einsum("n,na,nas->s", wang,
                      np.conj(omega(-kappa, m, grid)), pw[:, 2:])
        pref = 4*np.pi * N * 1j**l * bra
        assert np.allclose(a, pref * jn(l, p*rp[0]), atol=1e-10)
        assert np.allclose(b, pref*1j*S*eta*jn(lb, p*rp[0]), atol=1e-10)

# momentum along z, spin up: only m = 1/2 survives
for kappa in kappas(5):
    for m in ms(kappa):
        val = omega(kappa, m, direction(0.0, 0.0))[0, 0]
        want = -np.sign(kappa)*np.sqrt(abs(kappa)/(4*np.pi)) if m == 0.5 else 0
        assert abs(val - want) < 1e-12

# far field: outgoing for +, ingoing for -, with free-spinor structure
far = np.array([2000.0])
free_far = wave(0, far, some, pin, 12)
sr = sigma_dot(some)
Fp = amplitude(some, pin)
opposite = (np.pi - some[0], some[1] + np.pi)
Gm = np.array([amplitude(pin, (opposite[0][i:i+1], opposite[1][i:i+1]))[0]
               .conj().T for i in range(len(some[0]))])
far_errors = []
for sign, amp in ((1, Fp), (-1, Gm)):
    diff = (wave(sign, far, some, pin, 12) - free_far)[0]
    diff = diff * far[0] * np.exp(-1j * sign * p * far[0])
    want = N * np.concatenate([amp, sign * eta * sr @ amp], axis=1)
    far_errors.append(np.abs(diff - want).max() / np.abs(want).max())
assert max(far_errors) < 1e-3   # finite distance: terms of order l(l+1)/(2pr)

# amplitude from phase shifts against volume integrals over the well
xr, wr = np.polynomial.legendre.leggauss(24)
rin, wr = 0.5*R*(xr + 1), 0.5*R*wr
vol = V0 * np.outer(wr * rin**2, wang)


def matrix_element(bra, ket):
    return np.einsum("rn,rnas,rnat->st", vol, bra.conj(), ket, optimize=True)


fac = -E / (2*np.pi*c**2)
phi_in, phi_out = plane(rin, grid, pin), plane(rin, grid, pout)
F_phase = amplitude(pout, pin)[0]
F_plus = fac * matrix_element(phi_out, wave(1, rin, grid, pin, 12))
F_minus = fac * matrix_element(wave(-1, rin, grid, pout, 12), phi_in)
F_wrong = fac * matrix_element(phi_out, wave(-1, rin, grid, pin, 12))
size = np.abs(F_phase).max()
err_plus = np.abs(F_plus - F_phase).max() / size
err_minus = np.abs(F_minus - F_phase).max() / size
err_wrong = np.abs(F_wrong - F_phase).max() / size
assert err_plus < 1e-7 and err_minus < 1e-7 and err_wrong > 0.1

# total cross section: angular integral against phase-shift sum
Fgrid = amplitude(grid, pin)
sig_int = np.einsum("n,nas->s", wang, np.abs(Fgrid)**2)
deltas = {k: radial(k, p, np.array([R]))[2] for k in kappas(12)}
sig_sum = 4*np.pi/p**2 * sum(abs(k)*np.sin(d)**2 for k, d in deltas.items())
assert np.allclose(sig_int, sig_sum, rtol=1e-9)

# energy normalization: norm of a packet of distorted waves, kappa = -2
xg, wg = np.polynomial.legendre.leggauss(200)
pk, wk = p + 35*xg, 35*wg
gk = np.exp(-(pk - p)**2 / 50)
dE = wk * c**2 * pk / energy(pk)
xo, wo = np.polynomial.legendre.leggauss(600)
rr = np.concatenate([rin, R + 0.5*(2.5 - R)*(xo + 1)])
ww = np.concatenate([wr, 0.5*(2.5 - R)*wo])
Ppack, Qpack = np.zeros_like(rr), np.zeros_like(rr)
for k, gg, de in zip(pk, gk, dE):
    A = np.sqrt((energy(k) + c**2) / (np.pi * c**2 * k))
    g, f, _ = radial(-2, k, rr)
    Ppack += de * gg * A * k * rr * g
    Qpack += de * gg * A * k * rr * f
norm_ratio = np.sum(ww*(Ppack**2 + Qpack**2)) / np.sum(dE*gk**2)
assert abs(norm_ratio - 1) < 1e-6
A0 = np.sqrt((E + c**2) / (np.pi * c**2 * p))
coef_E = c / np.sqrt(E * p)
assert np.isclose(4*np.pi*N/(2*np.pi)**1.5, coef_E * A0 * p, rtol=1e-12)

# spherical packets at a late time: outgoing present, ingoing absent
tlate = 0.05
pq, wq = p + 35*xo, 35*wo
gq = np.exp(-(pq - p)**2 / 50)
rl, wl = 4*(xo + 1), 4*wo
late = []
for s in (1, -1):
    amp = np.exp(1j*s*np.outer(rl, pq)) @ (wq*gq*np.exp(-1j*energy(pq)*tlate))
    late.append(np.sum(wl*np.abs(amp)**2) / (2*np.pi*np.sum(wq*gq**2)))
assert abs(late[0] - 1) < 1e-6 and late[1] < 1e-10

# worked numbers
print(f"speed of light c = {c:.6f} a.u.; momentum p = {p:.1f} a.u.")
print(f"total energy E = {E:.4f} hartree")
print(f"kinetic energy = {E-c**2:.4f} hartree = {(E-c**2)*hartree_keV:.4f} keV")
print(f"eta = {eta:.6f}; N = {N:.6f} (dimensionless)")
print(f"well: V0 = {V0:.1f} hartree, R = {R:.3f} bohr, pR = {p*R:.2f}")
print("momentum direction theta, phi = %.1f, %.1f deg"
      % tuple(np.degrees([pin[0][0], pin[1][0]])))
print("coefficients 4 pi i^l Omega^+(phat) chi, spin up (dimensionless):")
for kappa in (-1, 1, -2):
    for m in ms(kappa):
        z = 4*np.pi * 1j**orbital(kappa)[0] * np.conj(omega(kappa, m, pin)[0, 0])
        print(f"  kappa={kappa:+d} m={m:+.1f}: {z.real:+.6f} {z.imag:+.6f} i")
point, rpt = direction(30.0, 100.0), np.array([0.04])
exact = plane(rpt, point, pin)[0, 0, :, 0]
print(f"point r = {rpt[0]:.2f} bohr, theta, phi = %.1f, %.1f deg, pr = {p*rpt[0]:.1f}"
      % tuple(np.degrees([point[0][0], point[1][0]])))
summed = wave(0, rpt, point, pin, 12)[0, 0, :, 0]
for i in range(4):
    print(f"  component {i+1}: plane {exact[i]:+.7f}, sum |kappa|<=12 {summed[i]:+.7f}")
for K in (1, 2, 4, 6, 8, 12):
    e = np.abs(wave(0, rpt, point, pin, K)[0, 0, :, 0] - exact).max()
    print(f"  largest component error, |kappa|<={K}: {e:.2e}")
print(f"largest error of expansion on test points, |kappa|<=20: {err_full:.1e}")
for kappa in kappas(4):
    d = deltas[kappa]
    part = 4*np.pi/p**2 * abs(kappa)*np.sin(d)**2
    print(f"  kappa={kappa:+d}: delta = {d:+.6f} rad, cross section {part:.4e} bohr^2")
print(f"total cross section: sum {sig_sum:.6e}, integral {sig_int[0]:.6e} bohr^2")
print("outgoing direction theta, phi = %.1f, %.1f deg"
      % tuple(np.degrees([pout[0][0], pout[1][0]])))
for name, i in (("up->up", 0), ("up->down", 1)):
    print(f"  F {name}: phases {F_phase[i,0]:.6e}, psi(+) {F_plus[i,0]:.6e} bohr")
    print(f"  F {name}: psi(-) {F_minus[i,0]:.6e} bohr")
print(f"relative errors of F: psi(+) {err_plus:.1e}, psi(-) {err_minus:.1e}")
print(f"relative error of F with wrong phase sign: {err_wrong:.4f}")
print(f"far-field relative errors: (+) {far_errors[0]:.1e}, (-) {far_errors[1]:.1e}")
print(f"A = {A0:.6e} a.u.; c/sqrt(Ep) = {coef_E:.6e} a.u.")
print(f"packet norm ratio - 1 = {norm_ratio-1:.1e}")
print(f"late packet (t={tlate} a.u.): out {late[0]:.6f}, in {late[1]:.1e}")
print("OK")
```

Running it gives:

```
speed of light c = 137.035999 a.u.; momentum p = 100.0 a.u.
total energy E = 23247.2455 hartree
kinetic energy = 4468.3804 hartree = 121.5908 keV
eta = 0.326073; N = 0.950734 (dimensionless)
well: V0 = -5000.0 hartree, R = 0.020 bohr, pR = 2.00
momentum direction theta, phi = 60.0, 40.0 deg
coefficients 4 pi i^l Omega^+(phat) chi, spin up (dimensionless):
  kappa=-1 m=-0.5: +0.000000 +0.000000 i
  kappa=-1 m=+0.5: +3.544908 +0.000000 i
  kappa=+1 m=-0.5: +1.973345 -2.351741 i
  kappa=+1 m=+0.5: +0.000000 -1.772454 i
  kappa=-2 m=-1.5: +0.000000 +0.000000 i
  kappa=-2 m=-0.5: -1.395366 +1.662932 i
  kappa=-2 m=+0.5: +0.000000 +2.506628 i
  kappa=-2 m=+1.5: -2.416844 -2.880283 i
point r = 0.04 bohr, theta, phi = 30.0, 100.0 deg, pr = 4.0
  component 1: plane -0.8137286+0.4916708j, sum |kappa|<=12 -0.8137242+0.4916724j
  component 2: plane -0.0000000+0.0000000j, sum |kappa|<=12 +0.0000023+0.0000009j
  component 3: plane -0.1326677+0.0801604j, sum |kappa|<=12 -0.1326676+0.0801604j
  component 4: plane -0.2652730-0.0413452j, sum |kappa|<=12 -0.2652715-0.0413446j
  largest component error, |kappa|<=1: 7.95e-01
  largest component error, |kappa|<=2: 5.70e-01
  largest component error, |kappa|<=4: 3.06e-01
  largest component error, |kappa|<=6: 3.34e-02
  largest component error, |kappa|<=8: 3.52e-03
  largest component error, |kappa|<=12: 4.64e-06
largest error of expansion on test points, |kappa|<=20: 7.7e-10
  kappa=-1: delta = +1.096452 rad, cross section 9.9447e-04 bohr^2
  kappa=+1: delta = +1.054510 rad, cross section 9.5040e-04 bohr^2
  kappa=-2: delta = +0.871567 rad, cross section 1.4721e-03 bohr^2
  kappa=+2: delta = +0.178675 rad, cross section 7.9385e-05 bohr^2
  kappa=-3: delta = +0.087795 rad, cross section 2.8984e-05 bohr^2
  kappa=+3: delta = +0.012906 rad, cross section 6.2788e-07 bohr^2
  kappa=-4: delta = +0.004833 rad, cross section 1.1742e-07 bohr^2
  kappa=+4: delta = +0.000680 rad, cross section 2.3237e-09 bohr^2
total cross section: sum 3.526122e-03, integral 3.526122e-03 bohr^2
outgoing direction theta, phi = 110.0, -25.0 deg
  F up->up: phases 2.243531e-03+1.064134e-02j, psi(+) 2.243531e-03+1.064134e-02j bohr
  F up->up: psi(-) 2.243531e-03+1.064134e-02j bohr
  F up->down: phases -1.725856e-04+1.195383e-03j, psi(+) -1.725856e-04+1.195383e-03j bohr
  F up->down: psi(-) -1.725856e-04+1.195383e-03j bohr
relative errors of F: psi(+) 1.9e-15, psi(-) 2.6e-15
relative error of F with wrong phase sign: 1.8051
far-field relative errors: (+) 3.7e-06, (-) 4.1e-06
A = 8.440147e-02 a.u.; c/sqrt(Ep) = 8.987707e-02 a.u.
packet norm ratio - 1 = 2.9e-13
late packet (t=0.05 a.u.): out 1.000000, in 3.3e-24
OK
```
